# Mixing 4:3 and 5:4 domains to cancel misfit in TiN/Si

**Question**

I am trying to understand domain matching for cube-on-cube TiN on silicon. I use lattice constants of 0.424 nm for TiN and 0.543 nm for Si. Four TiN periods nearly fit three Si periods, and five TiN periods nearly fit four. The first match leaves the film about 4.1 % too long and the second leaves it about 2.4 % too short, so a suitable mixture should cancel the misfit.

I set the average of the two percentages to zero and found that about 37 % of the domains should be 4:3. But when I add up the lengths of film and substrate for that mixture, the film is still about 0.4 % too short. What have I averaged incorrectly, what is the right mixture, and does it mean that the film is free of strain?

**Answer**

Your 37 % is a fraction of the interface length, and you used it as a fraction of the number of domains. The two differ because a 4:3 domain is shorter than a 5:4 domain. It is safest to start from lengths and bring in percentages afterwards.

**Closing the lengths**

Let $a_f=0.424$ nm and $a_s=0.543$ nm be the film and substrate lattice constants. I count one period per lattice constant along an in-plane cube axis, take the substrate as rigid, and let the film keep its natural mean spacing. An $m{:}n$ domain has $m$ film periods on $n$ substrate periods. Define its gap as film length minus substrate length:

$$
g_{43}=4a_f-3a_s=1.696-1.629=+0.067\ \text{nm},
$$

$$
g_{54}=5a_f-4a_s=2.120-2.172=-0.052\ \text{nm}.
$$

A positive gap means that the film is too long and would have to be compressed to fit.

Let $x$ be the fraction by number of 4:3 domains, so that $1-x$ is the fraction of 5:4 domains. The total film length equals the total substrate length when the mean gap per domain is zero:

$$
x\,g_{43}+(1-x)\,g_{54}=0 .
$$

Collecting the terms in $x$ gives $x(g_{43}-g_{54})=-g_{54}$. The difference of the gaps is

$$
g_{43}-g_{54}=(4a_f-3a_s)-(5a_f-4a_s)=a_s-a_f ,
$$

and therefore

$$
x=\frac{4a_s-5a_f}{a_s-a_f}=\frac{0.052}{0.119}=\frac{52}{119}\approx0.437 .
$$

So about 44 % of the domains are 4:3 and 56 % are 5:4, in the ratio 52 to 67.

A short approximation is three 4:3 domains with four 5:4 domains. They hold $3\times4+4\times5=32$ film periods on $3\times3+4\times4=25$ substrate periods. The total gap is $3(0.067)-4(0.052)=-0.007$ nm, which is $-0.05\,\%$ of the substrate length.

**Where the 37 % comes from**

The residual misfit of a domain, relative to its substrate length, is $\delta=g/(na_s)$:

$$
\delta_{43}=\frac{0.067}{1.629}=+4.113\,\%,\qquad
\delta_{54}=\frac{-0.052}{2.172}=-2.394\,\%.
$$

To recover a total gap from these percentages, each one must be multiplied by the length to which it refers. The proper weights are therefore fractions of substrate length. If $w$ is the length fraction of 4:3 domains, then

$$
w\,\delta_{43}+(1-w)\,\delta_{54}=0
\quad\Rightarrow\quad
w=\frac{-\delta_{54}}{\delta_{43}-\delta_{54}}
=\frac{2.394}{4.113+2.394}\approx0.368 .
$$

This is your number. It agrees with $x$, because a 4:3 domain covers three substrate periods and a 5:4 domain covers four:

$$
w=\frac{3x}{3x+4(1-x)}=\frac{3x}{4-x}
=\frac{3(0.4370)}{3.5630}\approx0.368 .
$$

If 0.368 is used as a number fraction instead, the net misfit is

$$
\frac{w\,g_{43}+(1-w)\,g_{54}}{(4-w)\,a_s}\approx-0.42\,\% ,
$$

which is the shortfall you found. The denominator is the mean substrate length per domain for that wrong mixture.

Referring strain to the film's own length does not change the answer. The strain that makes a domain fit is then $-g/(ma_f)$. Weighting it by the film length $ma_f$ gives $-g$, so the same sum of gaps must vanish.

**When these two domain types suffice**

Write $r=a_f/a_s$. Dividing the numerator and denominator of the result by $a_s$ gives

$$
x=\frac{4-5r}{1-r}.
$$

At $r=4/5$ the 5:4 match is perfect and $x=0$. At $r=3/4$ the 4:3 match is perfect and $x=1$. Between these limits the gaps have opposite signs and can cancel. Below $3/4$ both gaps are negative, and above $4/5$ both are positive, so no mixture of these two types works. Here $r=0.7808$, which lies inside the window.

**The moiré picture**

Both domain types contain one more film period than substrate periods. Suppose that $N$ domains cover a length $L$ with no net misfit. There are $L/a_f$ film periods and $L/a_s$ substrate periods, and their difference is $N$:

$$
\frac{L}{a_f}-\frac{L}{a_s}=N .
$$

The mean domain length is therefore

$$
\Lambda=\frac{L}{N}=\frac{a_fa_s}{a_s-a_f}\approx1.935\ \text{nm}.
$$

This is the moiré length of the two unstrained lattices. In substrate periods it is $\Lambda/a_s=a_f/(a_s-a_f)=3.563$. A mixture of three-period and four-period domains has the mean $3x+4(1-x)=4-x$, so $x=4-3.563=0.437$ again. The zero-misfit mixture is thus the registry pattern of a film that has kept its natural mean spacing.

This can be tested by counting. I laid the two rigid lattices side by side, with a shift of 0.00025 nm to avoid ties, and assigned each substrate site to its nearest film site. A domain runs from one extra film period to the next. Over 424 substrate periods and 543 film periods, a length of 230.2 nm, the count gave 52 domains of type 4:3, 67 of type 5:4 and no others. That long repeat follows from the three-decimal lattice constants and has no deeper physical meaning.

If you instead count rows of like atoms in one (001) layer, which have spacing $a/\sqrt2$ along $[110]$, both spacings shrink by the same factor. The fractions stay the same and the moiré length becomes 1.368 nm.

**Is the film then free of strain?**

Its mean strain is zero, but this does not make the strain zero inside each domain. Take the ends of each domain to be the places where film and substrate sites nearly coincide. If the film atoms there are pulled into exact registry, 4:3 domains are compressed and 5:4 domains are stretched. These signs do not carry over to domains cut at the extra film periods, as in the count above, because such a domain contains parts of neighbouring domains of the kind used here. The calculation above fixes the average and says nothing about how far that local relaxation goes.

The order of the domains also matters. Keep a running sum of the gaps. Add a 4:3 domain whenever the sum is zero or negative, and a 5:4 domain whenever it is positive. The sum then never rises above $+0.067$ nm or falls to $-0.052$ nm, so its range is less than $a_s-a_f=0.119$ nm. The counted sequence has a range of 0.118 nm. If all 52 of the 4:3 domains come first, the sum instead reaches $52\times0.067=3.484$ nm before the 5:4 domains bring it back. The overall average is zero in both cases, but the second arrangement has long regions with a misfit of one sign.

To see what the cancellation is worth, compare it with a film forced into one domain type along both in-plane axes. For an isotropic film with a free top surface, the normal stress is zero and the in-plane strain $e$ obeys $e=(\sigma-\nu\sigma)/E$. Hence

$$
\sigma=Me,\qquad M=\frac{E}{1-\nu}.
$$

The energy per volume is $\tfrac12\sigma e$ for each of the two in-plane directions, or $Me^2$ in total. With rough values $E=450$ GPa and $\nu=0.22$, $M\approx577$ GPa. An all-4:3 film needs a strain of $-0.067/1.696=-3.95\,\%$. For a thickness $h=10$ nm,

$$
Me^2h=(577\times10^9)(0.0395)^2(10^{-8})\approx9.0\ \text{J/m}^2 .
$$

An all-5:4 film needs $+2.45\,\%$ and stores about 3.5 J/m². These are estimates, since linear elasticity is being stretched at such strains. TiN is also elastically anisotropic: depending on the cubic elastic constants chosen, the biaxial modulus of a (001) film lies between about the isotropic value used here and some 20 to 25 % above it for measured constants, and some calculated sets give more. These energies and the thermal stress estimated below scale with that modulus. This uniform-strain energy grows in proportion to thickness, and an evenly mixed sequence of domains removes it. Long separated blocks do not: on a rigid substrate, a film much thinner than the blocks stays strained through most of its thickness in each block. Real silicon is several times softer than TiN and takes up part of the mismatch itself. For a 10 nm film and blocks of order 100 nm, the film can keep less than half of the strain of a single domain type, and the rigid picture is approached only for thinner films or longer blocks. The energy of the alternating local strain remains and is not calculated here.

**How far to trust 0.437 for a real film**

The lattice constants are typical room-temperature values, but $x$ is sensitive to them. Differentiating $x=(4-5r)/(1-r)$ gives

$$
\frac{dx}{dr}=\frac{-5(1-r)+(4-5r)}{(1-r)^2}=-\frac{1}{(1-r)^2}\approx-21 .
$$

Rounding each lattice constant to the nearest 0.001 nm already allows $x$ to lie anywhere from 0.403 to 0.471. "About 0.44" is therefore as much as the inputs support.

The temperature at which the film relaxes matters too. If it is grown hot and relaxes during growth, the lattice constants at the growth temperature set the mixture. Take a growth temperature of 900 K and rough mean expansion coefficients of $9.0\times10^{-6}$ K⁻¹ for TiN and $3.5\times10^{-6}$ K⁻¹ for Si. Between 300 and 900 K the lattice constants grow by factors of 1.0054 and 1.0021. The ratio $r$ rises to about 0.7834, and the zero-misfit mixture at growth becomes $x\approx0.383$.

Suppose that this mixture is frozen in during cooling, so that the film must follow the substrate. Its numbers of periods satisfy $N_fa_f(1.0054)=N_sa_s(1.0021)$. At room temperature the film strain is then

$$
e=\frac{N_sa_s}{N_fa_f}-1=\frac{1.0054}{1.0021}-1\approx+0.33\,\% .
$$

The film is in tension, with a stress $Me\approx1.9$ GPa. Further relaxation on cooling would reduce this stress and move $x$ back towards 0.44. The estimate leaves out stress built in during growth, changes of the TiN lattice constant with composition, surface steps and interface chemistry. The 52:67 ratio is the geometric condition for zero mean misfit at the stated lattice constants; whether a given film reaches it depends on how it grows and relaxes. The remaining digits are in the numerical output below.

## Numbers as computed

```
film lattice constant a_f = 0.424 nm
substrate lattice constant a_s = 0.543 nm
ratio a_f/a_s = 0.7808
4:3 film length = 1.696 nm, substrate = 1.629 nm
5:4 film length = 2.120 nm, substrate = 2.172 nm
gap of 4:3 domain = +0.067 nm
gap of 5:4 domain = -0.052 nm
residual misfit of 4:3 = +4.113 %
residual misfit of 5:4 = -2.394 %
number fraction of 4:3, x = 0.4370
number fraction of 5:4 = 0.5630
length fraction of 4:3, w = 0.3679
length fraction of 5:4 = 0.6321
counted 4:3 domains = 52, 5:4 domains = 67
all domains in one coincidence period = 119
film periods = 543, substrate periods = 424
coincidence period = 230.232 nm
mean substrate periods per domain = 3.5630
moire length along [100] = 1.9347 nm
moire length along [110] rows = 1.3681 nm
unweighted mean of domain misfits = +0.449 %
net misfit if w is used as x = -0.417 %
best mixture up to 8 domains (4:3, 5:4) = (3, 4)
  its net misfit = -0.0516 %
best mixture up to 16 domains (4:3, 5:4) = (7, 9)
  its net misfit = +0.0032 %
offset range, evenly mixed = 0.118 nm
bound a_s - a_f = 0.119 nm
offset range, separated blocks = 3.484 nm
x range for rounding +-0.0005 nm = 0.403 to 0.471
rough expansion, film = 9.0e-6 1/K
rough expansion, substrate = 3.5e-6 1/K
growth temperature = 900 K, room = 300 K
x for zero misfit at growth temperature = 0.383
frozen film strain at room temperature = +0.329 %
rough Young modulus = 450 GPa, Poisson ratio = 0.22
biaxial modulus = 577 GPa
frozen film stress = +1.90 GPa
film strain if all domains are 4:3 = -3.950 %
film strain if all domains are 5:4 = +2.453 %
film thickness for energy estimate = 10 nm
elastic energy, all 4:3 = 9.00 J/m^2
elastic energy, all 5:4 = 3.47 J/m^2
```
